# Why dropping imaginary modes makes the harmonic free energy dive and jump

**Question**

I am comparing crystal phases with harmonic phonon free energies while I vary the strain. In the high-symmetry phase one mode softens, and beyond some strain its frequency is imaginary. My script then leaves that mode out of the sum. I assumed this was a harmless correction: the mode's frequency is nearly zero when it is dropped, so it should have been contributing almost nothing. Yet my free-energy curve plunges just before the instability and then leaps upward. Is this a numerical fault, and can I trust the values on either side? The system I have in mind is hafnia, near the cubic-to-tetragonal instability, at annealing temperature.

**Answer**

It is not a numerical fault. At nonzero temperature a soft mode does not contribute almost nothing: its harmonic free energy tends to minus infinity as its frequency tends to zero. Dropping the mode replaces that large negative number by zero. Neither side of the leap is reliable close to the instability.

**What one mode contributes**

Let the mode have real frequency $\nu$, and write $k$ for Boltzmann's constant and $y=h\nu/kT$. Its levels are $h\nu(n+\tfrac12)$, so its partition function is a geometric series:

$$Z=\sum_{n=0}^{\infty}e^{-y(n+1/2)}=\frac{e^{-y/2}}{1-e^{-y}}=\frac{1}{e^{y/2}-e^{-y/2}}=\frac{1}{2\sinh(y/2)} .$$

Hence

$$F=-kT\ln Z=kT\ln\!\left[2\sinh(y/2)\right].$$

For small $y$, $2\sinh(y/2)=y\,(1+y^2/24+\dots)$, and therefore

$$F=kT\left(\ln y+\frac{y^2}{24}+\dots\right).$$

The logarithm is the plunge. Each tenfold reduction of $\nu$ lowers $F$ by $kT\ln 10$. At 773 K, $kT=66.61$ meV, so a decade costs 153.4 meV. For $\nu=1$ THz, $h\nu=4.14$ meV and $y=0.0621$, which gives $F\approx66.61\times(-2.779)=-185.1$ meV.

Within the harmonic formula, your intuition holds at $T=0$. There only the zero-point energy $h\nu/2$ remains. It is 10.34 meV at 5 THz and goes continuously to zero with $\nu$, so there is no jump. Its slope against the stiffness still diverges, because $\nu$ varies as the square root of the stiffness. Zero is not the true value either: the quartic model introduced below keeps a ground-state energy of about 3 meV at the instability. At any fixed $T>0$, however, $h\nu$ eventually falls below $kT$ and the logarithm takes over.

**Where the infinity comes from**

With $\beta=1/kT$, the internal energy is

$$U=-\frac{\partial\ln Z}{\partial\beta}=\frac{\partial}{\partial\beta}\ln\!\left[2\sinh\frac{\beta h\nu}{2}\right]=\frac{h\nu}{2}\coth\frac{y}{2}\;\longrightarrow\;kT ,$$

because $\coth u\to1/u$ for small $u$. The energy stays finite, so the divergence must sit in the entropy: $TS=U-F\to kT(1-\ln y)$. At 0.01 THz and 773 K, $U=66.6$ meV while $TS=558.5$ meV.

The entropy grows because the atoms are allowed to wander without limit. Let $x$ be the displacement, $M$ the mode mass and $K=M(2\pi\nu)^2$ the stiffness. Half of a harmonic oscillator's mean energy is potential energy, so $\tfrac12K\langle x^2\rangle=\tfrac12U$, and

$$\langle x^2\rangle=\frac{U}{K}\;\longrightarrow\;\frac{kT}{K}.$$

As $K\to0$ this exceeds any distance over which a parabola can describe a real potential.

**What dropping the mode means**

For $K\le0$ the harmonic potential has no thermal equilibrium. Its classical partition function contains $\int e^{+|K|x^2/2kT}\,dx$, which diverges. Zero is thus not the harmonic answer on the unstable side; it is a value put in by hand.

Nor is it neutral. A real mode has $F=0$ when $2\sinh(y/2)=1$, that is, when $h\nu=2\,\mathrm{arsinh}(\tfrac12)\,kT$. At 773 K this is 15.5 THz. At that temperature the script gives the unstable mode the free energy of a stiff one.

If the smallest frequency retained is $\nu_c$, the jump is

$$0-F(\nu_c)\approx kT\ln\frac{kT}{h\nu_c}.$$

It depends on how finely you sample the strain, or on the cutoff in the script: 338.5 meV for $\nu_c=0.1$ THz and 491.9 meV for 0.01 THz. Using $|\nu|$ for imaginary modes does not cure this. It makes the curve symmetric in $K$, but the logarithm then diverges from both sides.

**A potential that remains stable**

A minimal repair is to add a quartic term:

$$V(x)=\tfrac12Kx^2+\tfrac14bx^4,\qquad b>0 .$$

For $K<0$, setting $V'=Kx+bx^3=0$ gives minima at $x_0^2=|K|/b$. Their energy is $-|K|x_0^2/2+bx_0^4/4=-K^2/4b$, measured from the high-symmetry structure.

I take rough values for a hafnia-like oxygen mode: four oxygen masses, $M=64$ u, in a cell of two formula units; an imaginary frequency of magnitude 5 THz; and minima at $x_0=0.025$ nm. Then

$$K_0=M(2\pi\times5\ \mathrm{THz})^2=654.7\ \mathrm{eV/nm^2},$$

$$b=\frac{K_0}{x_0^2}=1.0475\times10^6\ \mathrm{eV/nm^4},$$

and the well depth is $K_0x_0^2/4=102.3$ meV per cell. I now sweep $K$ through zero with $b$, $M$ and $T=773$ K held fixed. In the table a negative frequency denotes an imaginary one. The last column comes from the quantum levels of $V$, found by diagonalization.

| $\nu$ (THz) | Discard rule (meV) | Quartic (meV) |
|---:|---:|---:|
| 10 | −30.7 | −30.2 |
| 5 | −77.7 | −72.0 |
| 2 | −138.9 | −101.2 |
| 1 | −185.1 | −107.2 |
| 0.01 | −491.9 | −109.4 |
| −0.01 | 0 | −109.4 |
| −2 | 0 | −119.1 |
| −5 | 0 | −211.2 |

Relative to the quartic model, the discard rule makes the high-symmetry phase far too stable just before the instability and far too unstable just after it. A phase boundary drawn from such a curve could be an artefact.

The displacement shows the same failure. At 0.1 THz, $K=654.7\times(0.1/5)^2=0.262$ eV/nm², so the harmonic root-mean-square displacement is $\sqrt{0.0666/0.262}=0.50$ nm, twenty times $x_0$. The quartic model gives 0.013 nm at $K=0$.

**When the harmonic formula begins to fail**

If the Hamiltonian $H$ depends on a parameter $\lambda$, differentiating $F=-kT\ln\mathrm{Tr}\,e^{-H/kT}$ gives

$$\frac{\partial F}{\partial\lambda}=\left\langle\frac{\partial H}{\partial\lambda}\right\rangle .$$

Multiply the quartic term by $\lambda$. To first order in $\lambda$, the shift of $F$ is the harmonic average of $bx^4/4$. The thermal distribution of $x$ in a harmonic oscillator is Gaussian, so $\langle x^4\rangle=3\langle x^2\rangle^2$ and

$$\Delta F\approx\frac{3b}{4}\langle x^2\rangle^2\approx\frac{3b(kT)^2}{4K^2},$$

where the last form is classical. At 10 THz the first expression gives 0.54 meV, against 0.52 meV from diagonalization. The classical estimate reaches $kT$ itself when

$$K=\sqrt{\tfrac34bkT}\approx229\ \mathrm{eV/nm^2},$$

or $\nu=5\sqrt{229/654.7}\approx3$ THz. A first-order shift this large is no longer accurate, so it serves as a warning and not as the size of the error. Diagonalization puts the harmonic value about 19 meV below the quartic value at 3 THz, and 38 meV below it at 2 THz. For one isolated cell, then, the harmonic value becomes unreliable well before the frequency becomes imaginary. In a crystal whose branch disperses, the soft point is a small part of the zone and the error per cell is much smaller, as shown below.

**At the instability**

For $K=0$ the classical partition function can be found in closed form. The momentum integral gives

$$\frac1h\int e^{-p^2/2MkT}dp=\frac{\sqrt{2\pi MkT}}{2\pi\hbar}=\sqrt{\frac{MkT}{2\pi\hbar^2}} .$$

In the position integral, substitute $u=bx^4/4kT$. For $x>0$ this means $x=(4kT/b)^{1/4}u^{1/4}$, and the two signs of $x$ give a factor 2:

$$\int_{-\infty}^{\infty}e^{-bx^4/4kT}dx=2\left(\frac{4kT}{b}\right)^{1/4}\frac14\int_0^\infty u^{-3/4}e^{-u}du=\left(\frac{4kT}{b}\right)^{1/4}\frac{\Gamma(1/4)}{2}.$$

The product of the two factors is finite:

$$Z=\sqrt{\frac{MkT}{2\pi\hbar^2}}\left(\frac{4kT}{b}\right)^{1/4}\frac{\Gamma(1/4)}{2}.$$

Here the momentum factor is 127.4 nm⁻¹ and the position integral is 0.0407 nm. Thus $Z=5.19$ and $F=-109.65$ meV. Diagonalization gives −109.43 meV; the 0.22 meV difference is the quantum correction.

The slope is finite too. Taking $\lambda=K$ in the derivative rule gives $\partial F/\partial K=\langle x^2\rangle/2$. The harmonic slope is $kT/2K$, which diverges. With the quartic term present, the classical position integral converges for every real $K$, as do its derivatives with respect to $K$, so nothing singular happens at $K=0$.

**Beyond the instability**

When the wells are deep compared with $kT$, expand about the minima instead of the saddle. There

$$V''(x_0)=K+3bx_0^2=K+3|K|=2|K|,$$

so the new frequency is real and equal to $\sqrt2\,|\nu|$. Two equivalent wells double $Z$:

$$F\approx-\frac{K^2}{4b}+F_{\rm harm}(\sqrt2\,|\nu|)-kT\ln2 .$$

At 300 K, $kT=25.85$ meV and the depth is about $4kT$. The three terms are −102.29, +4.55 and −17.92 meV, with sum −115.66 meV. Diagonalization gives −117.6 meV. At 773 K the depth is only $1.5kT$, and for an isolated cell the anharmonic levels should be used. In a crystal the depth per cell is not the criterion: coupling between cells can keep the distortion ordered at temperatures where a single cell would cross the barrier freely.

The tunnel splitting of the lowest pair of levels is about $3\times10^{-6}$ meV, negligible beside $kT$, so counting two wells is sound for this one-cell model. If the system stays in one well, omit $-kT\ln2$. In an ordered crystal the choice of sign is collective, and this term must not be added for every cell.

**Does a denser q mesh help?**

It reduces the symptom. Measure the wave vector $\mathbf q$, in units of the inverse lattice spacing, from the soft point, and take a simple cubic model branch:

$$\nu^2(\mathbf q)=a+cA(\mathbf q),\qquad A=6-2\sum_{i=1}^{3}\cos q_i .$$

The maximum of $A$ is 12. A band top of 10 THz at $a=0$ therefore requires $c=100/12$ THz². On a mesh of $N^3$ points that includes $\mathbf q=0$, the soft mode has weight $1/N^3$. With $\nu_c=0.01$ THz, the jump per cell is 491.9 meV for $N=1$, 61.5 meV for $N=2$, 7.7 meV for $N=4$ and 0.96 meV for $N=8$. On any such finite mesh the logarithm still diverges if you come close enough to the instability.

An infinitely dense mesh is different. Near the soft point $A\approx q^2$, and at $a=0$ a small sphere of radius $\epsilon$ contributes terms proportional to

$$\int_0^\epsilon q^2\ln q\,dq=\frac{\epsilon^3}{3}\ln\epsilon-\frac{\epsilon^3}{9}\;\longrightarrow\;0 .$$

The volume element suppresses the logarithm. For small negative $a$, the rule discards a ball of radius $q_0=\sqrt{|a|/c}$. Setting $q=q_0s$ shows that the ball and its surroundings contribute terms of order $q_0^3$ and $q_0^3\ln q_0$, which also vanish as $a\to0$. Over the rest of the zone the integrand changes smoothly, and its contribution changes only by an amount of order $a$. The logarithm at the ball's surface is integrable. There is then no divergence and no jump per cell.

The value at $a=0$ can be computed without a mesh. Averaging the small-$y$ expansion over $\mathbf q$, with $\langle A\rangle=6$, gives

$$\frac{F}{kT}\approx\ln\frac{h\sqrt c}{kT}+\frac12\langle\ln A\rangle+\frac{6c}{24}\left(\frac{h}{kT}\right)^2 .$$

Use $\ln A=\int_0^\infty(e^{-t}-e^{-At})\,dt/t$. The average of $e^{2t\cos q}$ over one period is the modified Bessel function $I_0(2t)$, so

$$\langle\ln A\rangle=\int_0^\infty\frac{e^{-t}-e^{-6t}I_0(2t)^3}{t}\,dt .$$

The result is $F=-58.24$ meV per cell. A $48^3$ mesh shifted to avoid the soft point agrees to within about 0.001 meV.

The argument is written here for an isolated soft point with quadratic dispersion. The logarithm is also integrable across a soft line or a soft plane. If the whole branch is flat, however, every $\mathbf q$ softens together and the one-mode divergence returns in full. Continuity is also not correctness: for $a<0$ the harmonic crystal still has no equilibrium, and the discarded region is still assigned zero by hand.

**How far this applies to hafnia**

The model is patterned on the nonpolar zone-boundary oxygen mode that takes cubic hafnia towards the tetragonal structure, and 773 K (500 °C) is chosen as an example of an annealing temperature. Bulk cubic hafnia is stable only above roughly 2800 K, so at 773 K the unstrained crystal is distorted, even though the well depth per cell is only $1.5kT$. The frequency and displacement are rough values, not a calculation for a particular film. Of the two simplifications whose size I estimate here, the more serious is that each cell moves independently. In the model branch, holding the neighbours fixed gives a local $\nu^2=6c=50$ THz², or 7.07 THz, even when the collective mode has $a=0$. With the same $b$, this raises the one-cell quartic free energy by 57 meV, from −109 to about −52 meV. That value is a variational upper bound for the coupled crystal, since the coupling between independent cells averages to zero. The dense-mesh harmonic value of −58.24 meV is a lower bound, since the quartic term is never negative. At $a=0$ the coupled model therefore lies within 6 meV of the dense-mesh harmonic result and some 50 meV above the quartic column. Separately, coupling to two equivalent modes $y$ and $z$ through an isotropic quartic term $\tfrac14b(x^2+y^2+z^2)^2$ raises the classical value at $K=0$ by about 10 meV per mode. The quartic column therefore shows how the harmonic sum fails; it does not predict phase stability in a hafnia capacitor. That would also require the polar orthorhombic phase, strain, dopants and defects.

**What to do with your curve**

Do not compare phases using points close to the instability, on either side. On the stable side, check that the quartic correction is small compared with the free-energy difference you want to resolve. Where the wells are deep compared with $kT$, relax the structure along the imaginary mode and compute phonons at the new minimum; the result is the free energy of the distorted phase, not of the high-symmetry one. Between these regions, solve for the anharmonic free energy, including the coupling between cells. A denser mesh removes most of the error on the stable side when the branch disperses strongly (at most 6 meV per cell remains at $a=0$ in the model crystal), but not when the branch is flat. On the unstable side it hides the jump while the discarded modes are still assigned zero by hand. The numerical output below gives the remaining values.

## Calculated quantities

```
INPUTS (rough hafnia-like model values)
mode mass: 64 u
imaginary frequency, magnitude: 5.0 THz
well position: 0.025 nm
anneal and room temperature: 773 K, 300 K
stiffness magnitude K0: 654.7 eV/nm^2
quartic coefficient b: 1.0475e+06 eV/nm^4
well depth per cell: 102.3 meV
kT at 773 K and 300 K: 66.61 meV, 25.85 meV
FREE ENERGY PER CELL AT 773 K
nu (THz; negative = imaginary) | discard rule (meV) | quartic (meV)
  10.00 |    -30.68 |    -30.16
   5.00 |    -77.66 |    -72.02
   2.00 |   -138.92 |   -101.15
   1.00 |   -185.12 |   -107.24
   0.10 |   -338.51 |   -109.41
   0.01 |   -491.89 |   -109.43
  -0.01 |      0.00 |   -109.43
  -1.00 |      0.00 |   -111.71
  -2.00 |      0.00 |   -119.13
  -5.00 |      0.00 |   -211.22
ANALYSIS AT 773 K UNLESS STATED
drop per decade of softening: 153.38 meV
internal energy at 0.01 THz: 66.61 meV
T times entropy at 0.01 THz: 558.50 meV
harmonic F at 0.01 THz, 300 K: -166.43 meV
real frequency with F = 0: 15.50 THz
harmonic rms displacement at 0.1 THz: 0.504 nm
quartic rms displacement at K = 0: 0.0131 nm
quartic shift at 10 THz, diagonalized: 0.521 meV
quartic shift at 10 THz, first order: 0.541 meV
F at K = 0, diagonalized: -109.43 meV
F at K = 0, classical: -109.65 meV
double well at 300 K, diagonalized: -117.60 meV
double well at 300 K, local harmonic: -115.66 meV
zero-point energy at 5 THz (T near 0): 10.34 meV
MODEL CRYSTAL AT 773 K
top of band at a = 0: 10.0 THz
jump per cell, 1x1x1 mesh: 491.890 meV
jump per cell, 2x2x2 mesh: 61.486 meV
jump per cell, 4x4x4 mesh: 7.686 meV
jump per cell, 8x8x8 mesh: 0.961 meV
infinite mesh at a = 0, Laplace: -58.244 meV
offset 48x48x48 mesh at a = 0: -58.245 meV
dense-mesh change, a = +1 to -1 THz^2: 1.841 meV
same, a = +0.25 to -0.25 THz^2: 0.466 meV
SIZES OF OTHER EFFECTS
coupling to two equal modes, per mode: 9.69 meV
local frequency, neighbours fixed: 7.07 THz
neighbour stiffening at a = 0: 56.97 meV
quantum correction at K = 0: 0.219 meV
tunnel splitting in double well: 2.61e-06 meV
```
